A particle of mass \(m=30000\,m_e\) moves in the well \(V(x)=\tfrac12kx^2+c_3x^3+c_4x^4\), with round model parameters \(k=0.03\), \(c_3=-0.03\), \(c_4=0.05\) in Hartree atomic units. At 300 K, diagonalising its Hamiltonian gives a free energy \(5.644\times10^{-5}\,E_h\) (1.536 meV) above the classical one. A purely classical average, the mean squared force \(\langle f^2\rangle=3.6932\times10^{-5}\,E_h^2/\text{bohr}^2\), multiplied by \(\beta^2\hbar^2/24m=1.53879\ \text{bohr}^2/E_h\), gives \(5.683\times10^{-5}\,E_h\) (1.546 meV), only 0.68 % above the exact shift. The classical force fixes the leading quantum correction, the term of order \(\hbar^2\), which in this well is close to the whole shift at 300 K but not at 50 K, where the same estimate is 25 % above the exact shift. The factor 1/24 needs an origin.

The setting is \(H=p^2/2m+V(x)\), with \(\beta=1/k_BT\), \(Z=\operatorname{Tr}e^{-\beta H}\) and \(F=-\beta^{-1}\ln Z\). The symbol \(\hbar\) is kept in order to count orders, although its value is 1. The classical reference is
\[ Z_{cl}=\frac1\Lambda\int e^{-\beta V}dx,\qquad \Lambda=\Big(\frac{2\pi\beta\hbar^2}{m}\Big)^{1/2}, \]
and \(\langle\cdot\rangle\) is the average with weight \(e^{-\beta V}\). The potential is smooth and either periodic or confining. Confining here means that \(V\) grows at least as fast as some positive power of \(|x|\), while each of its derivatives grows no faster than a power, so that the classical averages exist and boundary terms vanish. In the periodic case the particle moves on the whole line and \(Z\), \(Z_{cl}\) are taken per period; on a closed ring of length \(\ell\), paths that wind round it add a relative term \(2e^{-\pi\ell^2/\Lambda^2}\) to the free diagonal kernel, which vanishes faster than any power of \(\hbar\) but breaks the inequality \(F\ge F_{cl}\) derived below when \(V=0\). Particles are distinguishable. Under these conditions the Wigner-Kirkwood result is, with \(f=-V'\),
\[ F=F_{cl}+F_2+O(\hbar^4),\qquad F_2=\frac{\beta^2\hbar^2}{24m}\langle f^2\rangle . \]
It is the first term of an asymptotic series and not an exact shift.

## First derivation: a ring polymer expanded about its centroid

Write \(e^{-\beta H}=(e^{-\epsilon H})^P\) with \(\epsilon=\beta/P\), and replace each factor by \(e^{-\epsilon p^2/2m}e^{-\epsilon V}\). The Trotter product formula makes this exact as \(P\to\infty\). A Gaussian momentum integral gives the free kernel,
\[ \langle x|e^{-\epsilon p^2/2m}|x'\rangle=\int\frac{dp}{2\pi\hbar}e^{ip(x-x')/\hbar-\epsilon p^2/2m}=\Big(\frac{m}{2\pi\epsilon\hbar^2}\Big)^{1/2}e^{-m(x-x')^2/2\epsilon\hbar^2}. \]
Inserting position states between the factors, with \(x_{P+1}=x_1\) because of the trace,
\[ Z_P=\Big(\frac{mP}{2\pi\beta\hbar^2}\Big)^{P/2}\!\int d^Px\,\exp\Big[-\frac{mP}{2\beta\hbar^2}\sum_j(x_j-x_{j+1})^2-\frac\beta P\sum_jV(x_j)\Big]. \]

One exact property is already visible. The exponential is convex, so \(e^{-(\beta/P)\sum_jV(x_j)}\le P^{-1}\sum_je^{-\beta V(x_j)}\). In each term the other \(P-1\) beads are free, and integrating them composes the kernels into \(\langle x|e^{-\beta p^2/2m}|x\rangle=1/\Lambda\). Hence \(Z_P\le Z_{cl}\) for every \(P\), and \(F\ge F_{cl}\).

### Normal modes and the centroid

The spring sum is \(x^TLx\) with \((Lx)_j=2x_j-x_{j+1}-x_{j-1}\). Acting on \(e^{2\pi ijn/P}\), the matrix \(L\) gives \(2-2\cos(2\pi n/P)=4\sin^2(\pi n/P)\) for \(n=0,\dots,P-1\). In real orthonormal mode coordinates \(y_n\) the spring exponent is \(-\tfrac12\sum_n\lambda_ny_n^2\), with
\[ \lambda_n=\frac{mP}{\beta\hbar^2}\,4\sin^2\frac{\pi n}P . \]
The mode \(n=0\) has no restoring force. It is the centroid, \(y_0=\sqrt P\,x_c\) with \(x_c=P^{-1}\sum_jx_j\). All other modes have widths proportional to \(\hbar\). Setting \(x_j=x_c+\delta_j\) gives \(\sum_j\delta_j=0\), and the \(\delta_j\) are linear in the modes \(n\ge1\).

Three trigonometric results are needed, and one identity supplies them. From \(z^P-1=\prod_n(z-e^{2\pi in/P})\) with real \(z=e^{2\theta}\), take the squared modulus. Each factor is \(z^2-2z\cos(2\pi n/P)+1=z[4\sinh^2\theta+4\sin^2(\pi n/P)]\), and the left side is \(z^P\,4\sinh^2P\theta\). Dividing by \(z^P\) and by the \(n=0\) factor \(4\sinh^2\theta\),
\[ \prod_{n=1}^{P-1}\Big[4\sin^2\frac{\pi n}P+4s\Big]=\frac{\sinh^2P\theta}{\sinh^2\theta},\qquad s=\sinh^2\theta=\theta^2+\frac{\theta^4}3+\dots \]
At \(\theta\to0\) this gives \(\prod_{n\ge1}4\sin^2(\pi n/P)=P^2\). Divide by that product and take the logarithm. With \(S_1=\sum_{n\ge1}\sin^{-2}(\pi n/P)\) and \(S_2=\sum_{n\ge1}\sin^{-4}(\pi n/P)\), the left side is \(sS_1-\tfrac12s^2S_2=\theta^2S_1+\theta^4(S_1/3-S_2/2)\) up to order \(\theta^6\). With \(\ln(\sinh y/y)=y^2/6-y^4/180+\dots\) the right side is \((P^2-1)\theta^2/3-(P^4-1)\theta^4/90\). Matching powers,
\[ S_1=\frac{P^2-1}3,\qquad S_2=2\Big[\frac{P^2-1}9+\frac{P^4-1}{90}\Big]=\frac{(P^2-1)(P^2+11)}{45}. \]

The mode transformation is orthogonal, so \(d^Px=\sqrt P\,dx_c\prod_{n\ge1}dy_n\). The free integral at fixed centroid is
\[ \Big(\frac{mP}{2\pi\beta\hbar^2}\Big)^{P/2}\sqrt P\prod_{n\ge1}\Big(\frac{2\pi}{\lambda_n}\Big)^{1/2}=\Big(\frac{mP}{2\pi\beta\hbar^2}\Big)^{1/2}\frac{\sqrt P}{P}=\frac1\Lambda \]
for every \(P\). Denoting by \(\langle\cdot\rangle_0\) the Gaussian average over the modes \(n\ge1\),
\[ Z_P=\frac1\Lambda\int dx_c\,e^{-\beta W(x_c)},\qquad e^{-\beta W(x_c)}=\Big\langle\exp\Big[-\frac\beta P\sum_jV(x_c+\delta_j)\Big]\Big\rangle_0 . \]
This is exact at given \(P\): a classical partition function in the centroid potential \(W\).

### Size of the free ring

Let \(Q=P^{-1}\sum_j\delta_j^2=P^{-1}\sum_{n\ge1}y_n^2\). The \(y_n\) are independent Gaussians with \(\langle y_n^2\rangle_0=1/\lambda_n\) and \(\operatorname{Var}y_n^2=2/\lambda_n^2\). Cyclic symmetry makes \(\langle\delta_j^2\rangle_0\) the same for every bead, so
\[ a_P^2\equiv\langle\delta_j^2\rangle_0=\frac{\beta\hbar^2S_1}{4mP^2}=\frac{\beta\hbar^2}{12m}\Big(1-\frac1{P^2}\Big), \]
\[ \operatorname{Var}_0Q=\frac{2}{P^2}\Big(\frac{\beta\hbar^2}{4mP}\Big)^2S_2=\frac{\beta^2\hbar^4}{360m^2}\Big(1-\frac1{P^2}\Big)\Big(1+\frac{11}{P^2}\Big). \]
For \(n\ll P\) the modes \(n\) and \(P-n\) each contribute \(1/P\lambda_n\to\beta\hbar^2/4\pi^2n^2m\), and \(2\sum_nn^{-2}=\pi^2/3\) returns \(a^2=\beta\hbar^2/12m\). In the example \(a^2=2.924\times10^{-3}\ \text{bohr}^2\), about a tenth of the classical variance of \(x\), \(0.0278\ \text{bohr}^2\). The ring is small compared with the region its centroid explores.

### Expansion of the centroid potential

With all derivatives taken at \(x_c\), Taylor's theorem gives \(P^{-1}\sum_jV(x_c+\delta_j)=V+U\), where
\[ U=V'\frac1P\sum_j\delta_j+\frac{V''}2Q+\frac{V'''}{6P}\sum_j\delta_j^3+\frac{V''''}{24P}\sum_j\delta_j^4+\dots \]
The linear term vanishes for every ring configuration because \(\sum_j\delta_j=0\). A term with \(r\) factors of \(\delta\) is of order \(\hbar^r\), and averages with odd \(r\) vanish because the Gaussian weight is even. The cumulant expansion \(\ln\langle e^{-\beta U}\rangle_0=-\beta\langle U\rangle_0+\tfrac12\beta^2\operatorname{Var}_0U-\dots\) gives \(W=V+\langle U\rangle_0-\tfrac\beta2\operatorname{Var}_0U+\dots\). Since \(U\) starts at \(\hbar^2\), the third cumulant is of order \(\hbar^6\). In the mean, \(\langle\delta_j^4\rangle_0=3a_P^4\) because \(\delta_j\) is Gaussian. In the variance, the quadratic term with itself is of order \(\hbar^4\), its covariance with the cubic term is odd and vanishes, and the rest is of order \(\hbar^6\). Thus \(W=V+W_2+W_4+O(\hbar^6)\) with
\[ W_2=\tfrac12a_P^2V'',\qquad W_4=\tfrac18a_P^4V''''-\tfrac\beta8V''^2\operatorname{Var}_0Q . \]
For \(P\to\infty\), \(W_2=\beta\hbar^2V''/24m\) and \(W_4=\beta^2\hbar^4V''''/1152m^2-\beta^3\hbar^4V''^2/2880m^2\). The 24 is the 2 of the Taylor coefficient times the 12 of the ring size. For three beads at \(x_c=0.25\) bohr, where \(V'=0.0050\,E_h/\text{bohr}\) is not zero and \(V''=0.0225\,E_h/\text{bohr}^2\), the formula gives \(W_2=\tfrac12\cdot\tfrac89\cdot2.92384\times10^{-3}\cdot0.0225=2.9238\times10^{-5}\,E_h\), and the \(\hbar^2\) coefficient extracted from direct quadrature of the constrained integral at \(\hbar=0.1\) to \(0.4\) is the same.

Dividing by \(Z_{cl}\), \(Z_P/Z_{cl}=\langle e^{-\beta(W_2+W_4+\dots)}\rangle\), and a second cumulant expansion, now over the classical distribution, yields
\[ F_2=\langle W_2\rangle,\qquad F_4=\langle W_4\rangle-\tfrac\beta2\operatorname{Var}W_2 . \]

### From curvature to force

So far only the curvature has appeared. Under the conditions set at the start \(V'e^{-\beta V}\) leaves no boundary term, and therefore
\[ 0=\int(V'e^{-\beta V})'dx=\int(V''-\beta V'^2)e^{-\beta V}dx,\qquad \langle V''\rangle=\beta\langle V'^2\rangle . \]
With \(V'^2=f^2\),
\[ F_2=\Big(1-\frac1{P^2}\Big)\frac{\beta\hbar^2\langle V''\rangle}{24m}=\Big(1-\frac1{P^2}\Big)\frac{\beta^2\hbar^2\langle f^2\rangle}{24m}, \]
and \(P\to\infty\) gives the stated result. It is non-negative even where \(V''<0\) on part of the surface, in agreement with \(F\ge F_{cl}\). One bead recovers nothing. Two beads recover three quarters of the \(\hbar^2\) term, \(4.262\times10^{-5}\,E_h\) in the example, and eight beads 63/64 of it, \(5.594\times10^{-5}\,E_h\). The limit \(P\to\infty\) has been taken coefficient by coefficient in \(\hbar\). That exchange of limits is not proved here; for the model it is tested against the exact spectrum.

For Cartesian coordinates \(x_\alpha\) with masses \(m_\alpha\), the free rings of different coordinates are independent. The quadratic Taylor term is \(\tfrac12\sum_{\alpha\gamma}\partial_\alpha\partial_\gamma V\,P^{-1}\sum_j\delta_{\alpha j}\delta_{\gamma j}\), and only \(\alpha=\gamma\) survives the average. Integration by parts works in each coordinate, so
\[ F_2=\sum_\alpha\frac{\beta^2\hbar^2\langle(\partial_\alpha V)^2\rangle}{24m_\alpha}=\sum_I\frac{\beta^2\hbar^2\langle|\mathbf f_I|^2\rangle}{24M_I} \]
for nuclei \(I\) on a Born-Oppenheimer surface, provided that it is smooth where the nuclei move, that the classical averages exist and that the boundary terms vanish. It is close to the whole shift only when \(\beta\hbar\omega\) is moderate for every mode. The model well has \(\omega_0=219\ \text{cm}^{-1}\), whereas at 300 K the harmonic series discussed below diverges above \(1310\ \text{cm}^{-1}\), and for a harmonic mode at \(3657\ \text{cm}^{-1}\), in the range of O-H stretches, \(F_2\) is 2.2 times the exact shift. The force form needs only what a classical canonical trajectory already computes, whereas the curvature form needs second derivatives.

## Second derivation: the Bloch equation in phase space

Evaluate the trace with \(\langle x|e^{-\beta H}|x\rangle=\int dp\,\langle x|e^{-\beta H}|p\rangle\langle p|x\rangle\) and \(\langle x|p\rangle=(2\pi\hbar)^{-1/2}e^{ipx/\hbar}\). Define \(w\) by letting the operator act on a plane wave,
\[ e^{-\beta H}e^{ipx/\hbar}=e^{ipx/\hbar}e^{-\beta H_{cl}}\,w(x,p,\beta),\qquad H_{cl}=\frac{p^2}{2m}+V(x). \]
Then \(w=1\) at \(\beta=0\), and
\[ Z=\int\frac{dx\,dp}{2\pi\hbar}\,e^{-\beta H_{cl}}\,w . \]
For \(w=1\) the momentum integral gives \(1/\Lambda\) and \(Z=Z_{cl}\).

The left side of the definition obeys the Bloch equation \(\partial_\beta\psi=-H\psi\). Put \(\psi=e^{ipx/\hbar}\phi\). Moving \(-i\hbar\partial_x\) through the plane wave turns it into \(p-i\hbar\partial_x\), and \((p-i\hbar\partial_x)^2=p^2-2i\hbar p\,\partial_x-\hbar^2\partial_x^2\), so
\[ \partial_\beta\phi=-H_{cl}\phi+\frac{i\hbar p}m\phi'+\frac{\hbar^2}{2m}\phi'' . \]
Insert \(\phi=e^{-\beta H_{cl}}w\). The term \(-H_{cl}\phi\) cancels against the \(\beta\) derivative of the exponential. With \(\phi'=e^{-\beta H_{cl}}(w'-\beta V'w)\) and one more derivative of the same kind,
\[ \partial_\beta w=\frac{i\hbar p}m(w'-\beta V'w)+\frac{\hbar^2}{2m}\big(w''-2\beta V'w'-\beta V''w+\beta^2V'^2w\big). \]
Expand \(w=1+\hbar w_1+\hbar^2w_2+\dots\), with every \(w_r=0\) at \(\beta=0\), and integrate over \(\beta\) at fixed \(x\) and \(p\). At first order \(\partial_\beta w_1=-ip\beta V'/m\), so \(w_1=-ip\beta^2V'/2m\). At second order
\[ \partial_\beta w_2=\frac{ip}m(w_1'-\beta V'w_1)+\frac1{2m}(-\beta V''+\beta^2V'^2). \]
The first piece is \((ip/m)(-ip\beta^2V''/2m)=+p^2\beta^2V''/2m^2\), since \(i(-i)=1\). The second is \((ip/m)(+ip\beta^3V'^2/2m)=-p^2\beta^3V'^2/2m^2\), since \(i\cdot i=-1\). Integrating the powers of \(\beta\),
\[ w_2=\frac{p^2\beta^3V''}{6m^2}-\frac{p^2\beta^4V'^2}{8m^2}-\frac{\beta^2V''}{4m}+\frac{\beta^3V'^2}{6m}. \]
In the recursion \(w_r\) is fed by \(p\) times \(w_{r-1}\) and by \(w_{r-2}\) with no factor of \(p\). By induction \(w_r\) has parity \((-1)^r\) in \(p\), so all odd orders vanish in the momentum average, which leaves a remainder of order \(\hbar^4\). With the Maxwell average \(\overline{p^2}=m/\beta\),
\[ \overline{w_2}=\frac{\beta^2V''}m\Big(\frac16-\frac14\Big)+\frac{\beta^3V'^2}m\Big(\frac16-\frac18\Big)=-\frac{\beta^2V''}{12m}+\frac{\beta^3V'^2}{24m}. \]
Averaging over \(x\) and using \(\langle V''\rangle=\beta\langle V'^2\rangle\),
\[ \frac Z{Z_{cl}}=1+\frac{\hbar^2\beta^3\langle V'^2\rangle}m\Big(-\frac1{12}+\frac1{24}\Big)+O(\hbar^4)=1-\frac{\beta^3\hbar^2\langle f^2\rangle}{24m}+O(\hbar^4). \]
Taking \(-\beta^{-1}\ln\) gives \(F_2=\beta^2\hbar^2\langle f^2\rangle/24m\) again. With many coordinates \((p/m)\partial_x\) becomes \(\sum_\alpha(p_\alpha/m_\alpha)\partial_\alpha\), and \(\overline{p_\alpha p_\gamma}=\delta_{\alpha\gamma}m_\alpha/\beta\) removes the cross terms, which reproduces the sum over coordinates.

## The example in numbers

At 300 K, \(k_BT=9.5004\times10^{-4}\,E_h\), \(\beta=1052.583\,E_h^{-1}\) and \(\Lambda=0.46952\) bohr. The configuration integral is \(0.434619\) bohr, so \(F_{cl}=-k_BT\ln(0.434619/0.46952)=7.34\times10^{-5}\,E_h\). The harmonic frequency at the minimum is \(\hbar\omega_0=\hbar(k/m)^{1/2}=1.0\times10^{-3}\,E_h\), so \(\beta\hbar\omega_0=1.053\).

The mean curvature follows from \(V''=k+6c_3x+12c_4x^2\) with \(\langle x\rangle=0.05256\) bohr and variance \(0.02780\ \text{bohr}^2\):
\[ \langle V''\rangle=0.03-0.18\cdot0.05256+0.6\,(0.02780+0.05256^2)=0.0389\ E_h/\text{bohr}^2 . \]
Quadrature gives \(0.038874\) for both \(\langle V''\rangle\) and \(\beta\langle f^2\rangle\). The curvature form is \(\tfrac12\cdot2.92384\times10^{-3}\cdot0.038874=5.6831\times10^{-5}\,E_h\), and the force form is \(1.538794\cdot3.693209\times10^{-5}=5.6831\times10^{-5}\,E_h\).

For the next order, \(V''''=1.2\,E_h/\text{bohr}^4\), \(\langle V''^2\rangle=2.16565\times10^{-3}\,E_h^2/\text{bohr}^4\) and \(\operatorname{Var}_0Q=3.41954\times10^{-6}\ \text{bohr}^4\). In \(E_h\),
\[ \langle W_4\rangle=\tfrac{1.2}8(2.92384\times10^{-3})^2-\tfrac{1052.583}8\,(2.16565\times10^{-3})(3.41954\times10^{-6})=3.080\times10^{-7}, \]
\[ -\tfrac\beta2\operatorname{Var}W_2=-\tfrac{1052.583}2\Big(\tfrac{2.92384\times10^{-3}}2\Big)^2\big(2.16565\times10^{-3}-0.038874^2\big)=-7.361\times10^{-7}. \]
Their sum is \(F_4=-4.28\times10^{-7}\,E_h\), and \(F_2+F_4=5.640\times10^{-5}\,E_h\) lies 0.07 % below the exact \(5.644\times10^{-5}\,E_h\). The \(\hbar^4\) term thus removes the 0.68 % excess of \(F_2\) and overcorrects by about a tenth of it. The numerical check printed below extracts the \(\hbar^2\) and \(\hbar^4\) coefficients by varying \(\hbar\), from transfer matrices for \(P=2\) and \(8\) and from the spectrum of \(H\), and asserts agreement with \(F_2\) to \(10^{-5}\) and with \(F_4\) to \(10^{-3}\) of the formula values. It tests the integrated result of the second derivation but not \(w_2\) itself.

A second coordinate \(y\) of mass \(60000\,m_e\), with added potential \(0.025y^2+0.01xy+0.1x^2y^2\), gives mean squared forces \(4.00659\times10^{-5}\) along \(x\) and \(5.30038\times10^{-5}\) along \(y\), in \(E_h^2/\text{bohr}^2\). The second mass is twice the first, so \(F_2=1.538794\,(4.00659+\tfrac12\cdot5.30038)\times10^{-5}=1.0243\times10^{-4}\,E_h\), equal at these digits to the coefficient extrapolated from diagonalisation. Exchanging the masses gives \(1.1239\times10^{-4}\,E_h\), which does not agree.

## What each derivation assumes

The centroid route rests on the Trotter limit, on taking that limit term by term in \(\hbar\), and on a Taylor series of \(V\) over the ring size \(a\). It needs a kinetic energy quadratic in the momenta with constant masses, since only then is the free ring Gaussian. In return it shows what is small, gives the finite-\(P\) factor, reaches \(F_4\) from two Gaussian moments, and starts from an integral that proves \(F\ge F_{cl}\). The Bloch route uses no discretisation. It assumes instead that \(w\) has a power series in \(\hbar\) that may be integrated term by term over phase space, although each \(w_r\) is a polynomial that grows with \(p\). It offers no picture of the small parameter, and \(F_4\) would need two more steps of the recursion.

The two routes also expand different local quantities. To order \(\hbar^2\) the centroid density is \(e^{-\beta V}[1-\beta^2\hbar^2V''/24m]\), while the second route yields the position density \(\langle x|e^{-\beta H}|x\rangle\propto e^{-\beta V}[1+\hbar^2\overline{w_2}]\). Position minus centroid density is
\[ -\frac{\beta^2\hbar^2}{24m}(V''-\beta V'^2)e^{-\beta V}=\frac{\beta\hbar^2}{24m}\big(e^{-\beta V}\big)''=\frac{a^2}2\big(e^{-\beta V}\big)'' , \]
where \((e^{-\beta V})''=(-\beta V''+\beta^2V'^2)e^{-\beta V}\) was used. This is the leading effect of smearing a density with a displacement of zero mean and variance \(a^2\), as expected when a bead sits at \(x_c+\delta_j\). The difference is a total derivative, so the free energies agree, but \(W\) is not the potential of mean force for the position. The centroid route uses the integration by parts only to turn curvature into force, whereas the second route needs it to merge its two terms into either form.

Both routes need \(\beta\hbar\omega\) to be moderate. For a harmonic oscillator \(Z=1/[2\sinh(u/2)]\) and \(Z_{cl}=1/u\) with \(u=\beta\hbar\omega\), so \(\beta(F-F_{cl})=\ln[2\sinh(u/2)/u]=u^2/24-u^4/2880+\dots\). The formulas reproduce this: \(\langle f^2\rangle=m^2\omega^4\langle x^2\rangle=m\omega^2/\beta\) gives \(\beta F_2=u^2/24\), and constant \(V''=m\omega^2\) leaves \(\beta F_4=-u^4/2880\). The logarithm is singular at \(u=\pm2\pi i\), so this series converges for \(u<2\pi\) and diverges for \(u>2\pi\). As \(u\to\infty\), \(F_2\) grows as \(\beta\) while the true shift tends to \(\hbar\omega/2\). No radius of convergence is derived here for the anharmonic well; its computed behaviour is as follows, with energies in \(10^{-5}E_h\) and the excess of \(F_2\) relative to the exact shift.

| \(T\) (K) | \(\beta\hbar\omega_0\) | exact | \(F_2\) | \(F_2+F_4\) | excess |
|---|---|---|---|---|---|
| 50 | 6.316 | 21.64 | 27.02 | 17.63 | 25 % |
| 150 | 2.105 | 9.609 | 9.893 | 9.554 | 3.0 % |
| 300 | 1.053 | 5.644 | 5.683 | 5.640 | 0.68 % |
| 600 | 0.526 | 3.498 | 3.504 | 3.497 | 0.19 % |

At 50 K the \(\hbar^4\) term turns an overshoot into an undershoot of similar size. From 300 K to 600 K \(F_2\) falls by less than the harmonic factor of two, which by \(F_2=\beta\hbar^2\langle V''\rangle/24m\) means that \(\langle V''\rangle\) is larger at 600 K in this well.

Both routes need smoothness. For a box of length \(L\) with hard walls the levels give \(Z=\sum_{n\ge1}e^{-\alpha n^2}\) with \(\alpha=\beta\pi^2\hbar^2/2mL^2=\pi\Lambda^2/4L^2\). The sum over all integers is \(2Z+1\), and Poisson summation equates it to \((\pi/\alpha)^{1/2}=2L/\Lambda\) up to a relative term that is \(2e^{-4\pi L^2/\Lambda^2}\) at leading order and is neglected here. Hence \(Z=L/\Lambda-\tfrac12\) and
\[ F-F_{cl}=-\beta^{-1}\ln\Big(1-\frac\Lambda{2L}\Big)\approx\frac\Lambda{2\beta L}. \]
The shift is linear in \(\hbar\) at leading order although the interior force is zero, because neither the Taylor series nor the recursion for \(w\) exists at the wall. For \(L=2\) bohr at the same mass and temperature, \(Z=3.759635\) against \(L/\Lambda=4.259635\), and the shift is \(1.186\times10^{-4}\,E_h\), of which the linear term is \(1.115\times10^{-4}\,E_h\). With \(\hbar\) scaled to 0.1 and 0.05 the ratio of the shifts is 2.006.

Both routes take the trace over all states, without symmetrisation. For two non-interacting bosons with one-particle weights \(q_n=e^{-\beta E_n}\), \(Z_B=\sum_{n\le n'}q_nq_{n'}=\tfrac12[Z(\beta)^2+Z(2\beta)]\). Using the classical \(Z\) at leading order and \(\Lambda(2\beta)=\sqrt2\,\Lambda\),
\[ \frac{2Z_B}{Z^2}-1=\frac{Z(2\beta)}{Z(\beta)^2}\approx\frac\Lambda{\sqrt2}\,\frac{\int e^{-2\beta V}dx}{\big(\int e^{-\beta V}dx\big)^2}. \]
In the model well with \(\hbar\) scaled to 0.25, the level sum gives 0.1378 and this formula 0.1386, and doubling \(\hbar\) multiplies the term by 1.97. In \(d\) dimensions each \(Z\) carries \(\Lambda^{-d}\), so the term is of order \(\hbar^d\). Counted in powers of \(\hbar\), for non-interacting identical particles it comes before \(F_2\) in one dimension and between \(F_2\) and \(F_4\) in three. This orders powers, not sizes: for a constant potential on a ring of finite length \(\ell\gg\Lambda\), \(F_2\) and \(F_4\) vanish while the exchange term is \(\Lambda/(\sqrt2\,\ell)\), which for two particles goes to zero only as \(\ell\to\infty\). How far a repulsion between the particles reduces it is outside both derivations.

## Computed values

```
m = 30000 m_e, T = 300 K
k = 0.03 Eh/bohr^2, c3 = -0.03 Eh/bohr^3, c4 = 0.05 Eh/bohr^4
kT = 9.500435e-04 Eh, beta = 1052.583 1/Eh
hbar*omega0 = 1.0000e-03 Eh, beta*hbar*omega0 = 1.0526
Lambda = 0.46952 bohr
a2 (P=inf) = 2.92384e-03 bohr^2, varQ = 3.41954e-06 bohr^4
<x> = 0.05256 bohr, Var x = 0.02780 bohr^2
int exp(-beta V) dx = 0.434619 bohr
<f^2> = 3.693209e-05 Eh^2/bohr^2
beta <f^2> = 0.038874 Eh/bohr^2, <V''> = 0.038874 Eh/bohr^2
<V''^2> = 2.16565e-03 Eh^2/bohr^4, V'''' = 1.20 Eh/bohr^4
beta^2 hbar^2/(24 m) = 1.538794 bohr^2/Eh
F_cl = 7.339044e-05 Eh
F2 = 5.683088e-05 Eh = 1.5464 meV
<W4> = 3.0796e-07 Eh, -beta Var(W2)/2 = -7.3613e-07 Eh
F4 = -4.2816e-07 Eh, F2+F4 = 5.640272e-05 Eh
exact F - F_cl = 5.644476e-05 Eh = 1.5359 meV
rel. error F2 = 0.684 %, F2+F4 = -0.074 %
P=3, xc = 0.25 bohr: V' = 0.00500 Eh/bohr, V'' = 0.02250 Eh/bohr^2
  W2 quadrature 2.923843e-05 Eh, formula 2.923843e-05 Eh
  W4 quadrature 5.6328e-07 Eh, formula 5.6328e-07 Eh
P=2: F2 numeric 4.262316e-05 Eh, formula 4.262316e-05 Eh
P=2: F4 numeric -2.4331e-06 Eh, formula -2.4332e-06 Eh
P=8: F2 numeric 5.594290e-05 Eh, formula 5.594290e-05 Eh
P=8: F4 numeric -5.9473e-07 Eh, formula -5.9473e-07 Eh
P=inf: F2 numeric 5.683088e-05 Eh, formula 5.683088e-05 Eh
P=inf: F4 numeric -4.2816e-07 Eh, formula -4.2816e-07 Eh
T (K), beta*hbar*omega0, exact dF, F2, F2+F4 (Eh), error of F2 (%)
   50 6.316 2.1636e-04 2.7018e-04 1.7634e-04 24.87
  150 2.105 9.6085e-05 9.8932e-05 9.5536e-05 2.96
  300 1.053 5.6445e-05 5.6831e-05 5.6403e-05 0.68
  600 0.526 3.4976e-05 3.5041e-05 3.4973e-05 0.19
2D: my = 60000 m_e, ky = 0.05 Eh/bohr^2, g = 0.01 Eh/bohr^2, h = 0.1 Eh/bohr^4
2D: <fx^2> = 4.00659e-05, <fy^2> = 5.30038e-05 Eh^2/bohr^2
2D: F2 formula 1.02434e-04 Eh, extrapolated 1.02432e-04 Eh
2D: F2 with masses swapped 1.12389e-04 Eh
box L = 2.0 bohr: Z = 3.759635, L/Lambda = 4.259635
box dF = 1.1862e-04 Eh, Lambda/(2 beta L) = 1.1152e-04 Eh
box dF(hbar=0.1)/dF(hbar=0.05) = 2.0059
exchange term, hbar=0.25: sum 0.13781, formula 0.13857
exchange(hbar=0.5)/exchange(hbar=0.25) = 1.9677
```
